# Zero-temperature polarizability of a rigid polar rotor, with water in low-k pores

## Form of the answer

A freely rotating molecule has no preferred direction in space. In a weak static field $F$ its mean dipole must therefore point along the field and change sign with it: to leading order it is $\alpha F$, with a scalar $\alpha$. The free energy, which at $T=0$ is the energy itself, is lowered by $\alpha F^2/2$, so $\alpha$ has the dimension (dipole)$^2$/(energy).

For a dipole $\mu$ at temperature $T$, a classical rotor supplies one energy, $kT$. Its moment of inertia $I$ cannot form a second energy without a further constant containing time. Hence $\alpha=c\,\mu^2/kT$, and nothing remains to keep the response finite as $T\to0$. Quantum mechanics supplies $\hbar$, and with it the energy $B=\hbar^2/2I$. The general form becomes

$$\alpha=\frac{\mu^2}{B}\,f\!\left(\frac{kT}{B}\right).$$

The function $f$ is found below, and $f(0)=1/3$.

## Model and conventions

Hartree atomic units are used in the derivation: $\hbar=1$ and $4\pi\varepsilon_0=1$. In these units $\alpha$ is a volume, which in SI corresponds to $\alpha/(4\pi\varepsilon_0)$. The Hamiltonian of a linear rotor is

$$H=B L^2-\mu F\cos\theta ,$$

where $\theta$ is the angle between dipole and field. The free levels are $E_J=BJ(J+1)$, with $2J+1$ states each. Vibration, electronic polarization and interaction with neighbours are left out. All $J$ are thermally accessible, with no extra nuclear-spin weights.

## The classical response

The classical energy is

$$H_{\rm cl}=B\left(p_\theta^2+\frac{p_\phi^2}{\sin^2\theta}\right)-\mu F\cos\theta .$$

In the Boltzmann average the two momentum integrals are Gaussian. They give $\sqrt{\pi kT/B}$ and $\sin\theta\sqrt{\pi kT/B}$. The factor $\pi kT/B$ cancels in any average of an angle, so $B$ disappears and the weight is $\sin\theta\,e^{x\cos\theta}$, with $x=\mu F/kT$. Setting $c=\cos\theta$,

$$z(x)=\int_{-1}^{1}e^{xc}\,dc=\frac{2\sinh x}{x},\qquad
\langle\cos\theta\rangle=\frac{d\ln z}{dx}=\coth x-\frac1x .$$

For small $x$, $\coth x=1/x+x/3+O(x^3)$. The mean dipole is then $\mu x/3$, which gives the Curie law

$$\alpha_{\rm cl}=\frac{\mu^2}{3kT}.$$

The divergence at $T\to0$ belongs to the order of limits: first $F\to0$, then $T\to0$. At fixed $F$, cooling makes $x$ large and $\langle\cos\theta\rangle\to1$. The dipole saturates at $\mu$; it does not become infinite.

## The quantum ground state

The state $J=0$ is the constant $\psi_0=1/\sqrt{4\pi}$. Its first-order energy vanishes because $\cos\theta$ averages to zero over the sphere. With perturbation $-\mu F\cos\theta$ and $E_0=0$, the first-order equation is

$$BL^2\psi_1=\mu F\cos\theta\,\psi_0 .$$

On a function of $\theta$ alone, $L^2=-(1/\sin\theta)\,\partial_\theta\sin\theta\,\partial_\theta$. Therefore

$$L^2\cos\theta=\frac{1}{\sin\theta}\frac{d}{d\theta}\sin^2\theta=2\cos\theta .$$

The equation is solved by

$$\psi_1=\frac{\mu F}{2B}\cos\theta\,\psi_0 .$$

A multiple of $\psi_0$ could be added, but orthogonality to $\psi_0$ sets it to zero. The field mixes in one state, $J=1$, which lies $2B$ higher. Normalization changes at order $F^2$ and does not affect the linear response. The two cross terms give, with $\langle\cos^2\theta\rangle_0=1/3$,

$$\langle\cos\theta\rangle=2\,\frac{\mu F}{2B}\,\langle\cos^2\theta\rangle_0=\frac{\mu F}{3B}.$$

Multiplication by $\mu/F$ gives

$$\boxed{\alpha(0)=\frac{\mu^2}{3B}}$$

The second-order energy confirms the factor:

$$E_2=\langle\psi_0|-\mu F\cos\theta|\psi_1\rangle=-\frac{\mu^2F^2}{6B}=-\tfrac12\alpha(0)F^2 .$$

Physically, aligning the dipole means localizing it in angle, which costs kinetic energy. The classical rotor at rest pays no such cost. If $I\to\infty$, then $B\to0$ and the divergence returns.

## How weak the field must be

Let $w=\mu F/B$ and $\varepsilon=E/B$. The ground state contains $M=0$ harmonics with coefficients $c_0,c_1,c_2,\ldots$. Let $a$ and $b$ be the elements of $\cos\theta$ between $J=0,1$ and $J=1,2$. The first is $a^2=\langle\cos^2\theta\rangle_0=1/3$. The normalized $J=1$ function is $\sqrt3\cos\theta\,\psi_0$, so its mean of $\cos^2\theta$ is $3\langle\cos^4\theta\rangle_0=3/5$. This must equal $a^2+b^2$, hence $b^2=4/15$.

The eigenvalue equations are

$$\varepsilon c_0=-wa\,c_1,\qquad(\varepsilon-2)c_1=-wa\,c_0-wb\,c_2,\qquad(\varepsilon-6)c_2\simeq-wb\,c_1 .$$

The omitted $c_3$ changes the energy first at order $w^6$. Elimination of $c_2$ and $c_1$ gives

$$\varepsilon=\frac{w^2/3}{\varepsilon-2-\dfrac{4w^2/15}{\varepsilon-6}} .$$

In the denominator it suffices to insert $\varepsilon\simeq-w^2/6$ in the first place and $\varepsilon-6\simeq-6$ in the second. The denominator is then $-2-w^2/6+2w^2/45=-2-11w^2/90$. Expansion gives

$$\varepsilon=-\frac{w^2}{6}+\frac{11w^4}{1080}+O(w^6).$$

Since $\partial H/\partial F=-\mu\cos\theta$, the Hellmann–Feynman theorem gives $\langle\cos\theta\rangle=-d\varepsilon/dw$:

$$\langle\cos\theta\rangle=\frac w3-\frac{11w^3}{270}+O(w^5).$$

The leading relative loss of response is $11w^2/90$. A grid solution in $\cos\theta$ with 600 cells, which uses no harmonics, was tested at $w=0.05$. Its $\langle\cos\theta\rangle/w$ agreed with $1/3-11w^2/270$ to within $10^{-5}$.

## Finite temperature

The function $\cos\theta$ carries one unit of angular momentum and is odd under inversion, while a level $J$ has parity $(-1)^J$. It therefore connects $J$ to $J\pm1$ and has no elements within a level. It also conserves $M$. Let

$$S_J=\sum_M|\langle J+1,M|\cos\theta|J,M\rangle|^2 .$$

The sum of $|Y_{JM}|^2$ over $M$ is isotropic, so the summed mean of $\cos^2\theta$ in level $J$ is $(2J+1)/3$. Inserting intermediate states gives

$$S_J+S_{J-1}=\frac{2J+1}{3},\qquad S_{-1}=0 .$$

Starting from $S_0=1/3$, the solution is $S_J=(J+1)/3$.

The gaps above and below level $J$ are $2B(J+1)$ and $2BJ$. The polarizability of a state is $-2E_2/F^2$: coupling upward counts as positive, coupling downward as negative. For $J>0$,

$$\sum_M\alpha_{JM}=2\mu^2\left[\frac{S_J}{2B(J+1)}-\frac{S_{J-1}}{2BJ}\right]
=2\mu^2\left[\frac1{6B}-\frac1{6B}\right]=0 .$$

Individual states do respond in general. For $J=1$, $M=0$,

$$\alpha_{10}=2\mu^2\left[\frac{4/15}{4B}-\frac{1/3}{2B}\right]=-\frac{\mu^2}{5B}.$$

Each state $M=\pm1$ has upward strength $(2/3-4/15)/2=1/5$ and hence $\alpha=+\mu^2/(10B)$. The three add to zero. A gas prepared in selected $M$ states would in general not have this cancellation.

In equilibrium the energies are $E_J-\alpha_{JM}F^2/2$. With the zero-field partition sum

$$Z=\sum_J(2J+1)e^{-BJ(J+1)/kT},$$

the free energy to order $F^2$ is

$$\mathcal A=-kT\ln Z-\frac{F^2}{2Z}\sum_{JM}\alpha_{JM}e^{-E_J/kT}.$$

There is no separate $1/kT$ term, because no state has a first-order energy. In the last sum $J=0$ alone survives, and the mean dipole $-\partial\mathcal A/\partial F$ gives

$$\boxed{\alpha(T)=\frac{\mu^2}{3BZ(T)}}$$

Diagonalization at $w=10^{-3}$ and $kT/B=0.3$, 1 and 5 was tested against this formula; the relative differences were below $10^{-5}$.

At low temperature $Z\simeq1+3e^{-2B/kT}$, so the plateau is approached exponentially. At high temperature put $u=B/kT$ and apply Euler–Maclaurin summation to $g(J)=(2J+1)e^{-uJ(J+1)}$. The integral is $1/u$, the end term $g(0)/2$ is $1/2$, and $-g'(0)/12=-(2-u)/12$. Later terms are at least of order $u$, since without $u$ the function is linear in $J$. Thus

$$Z=\frac1u+\frac13+O(u),\qquad
\alpha=\frac{\mu^2}{3kT}\left[1-\frac{B}{3kT}+O(u^2)\right].$$

The Curie law is recovered for $kT\gg B$.

## Which constant to use for water

Water is an asymmetric top, $H_0=AJ_a^2+B_bJ_b^2+CJ_c^2$, with its dipole along the body axis $b$, the bisector of the molecule. Let $n_b$ be the component of this axis along the field. A body rotation by $s$ about $a$ turns $n_b$ into $n_b\cos s\pm n_c\sin s$. Because $J_a^2=-d^2/ds^2$, it follows that $J_a^2n_b=n_b$. Likewise $J_c^2n_b=n_b$, while $J_b^2n_b=0$. Hence

$$H_0n_b=(A+C)n_b .$$

The ground-state argument now holds with $2B$ replaced by $A+C$:

$$\alpha(0)=\frac{2\mu^2}{3(A+C)},\qquad B=\frac{A+C}{2}.$$

This mapping is for the linear response of the true ground state. A strong field or a pinning potential also mixes in levels with $J\ge2$, and these differ between the linear rotor and water when $A\ne C$. The thermally excited levels differ too. The temperature table and the strong-field and pinning numbers below are therefore those of the linear rotor, and only approximate for water. For the strong-field and pinning numbers the shift is small: the asymmetric top with the same inputs has $\langle\cos\theta\rangle=0.447$ instead of 0.444 at 1 MV/cm and the same pinned values to two digits. In the table the shift matters below about 40 K, mainly through nuclear spin.

## Worked example

Take $\mu=1.90$ D, an O–H length of 0.096 nm and an H–O–H angle of 104.5°, all rough values for water. (The measured dipole, about 1.855 D, and measured rotational constants would lower $\alpha(0)$ below by about 6 %, to 0.31 nm³; the third digit serves only to follow the arithmetic.) The moments of inertia give $A=3.380$, $B_b=1.799$ and $C=1.174$ meV. Therefore

$$B=\frac{3.380+1.174}{2}=2.277\ \text{meV},$$

and the gap $2B$ corresponds to 52.8 K. In atomic units $\mu=0.7475$ and $B=8.368\times10^{-5}$, so

$$\alpha(0)=\frac{0.7475^2}{3\times8.368\times10^{-5}}\simeq2226\ \text{a.u.}=0.330\ \text{nm}^3 .$$

The linear rotor with this $B$ compares with the Curie law as follows.

| $T$ (K) | $Z$ | Rotor (nm³) | Curie (nm³) |
|---:|---:|---:|---:|
| 4 | 1.000 | 0.330 | 2.179 |
| 20 | 1.215 | 0.271 | 0.436 |
| 77 | 3.272 | 0.101 | 0.113 |
| 300 | 11.69 | 0.0282 | 0.0291 |

At 4 K the Curie law is too large by a factor of 6.6. At 300 K it is too large by 3 %, as the correction $B/3kT=2.277/(3\times25.85)=0.029$ predicts.

For $N$ independent molecules per volume in an otherwise empty medium, $P=N\alpha F$ and the relative permittivity rises by $4\pi N\alpha$. With $N=0.10$ nm$^{-3}$ this is $4\pi\times0.10\times0.330=0.41$ at $T=0$ and 0.035 at 300 K. The Lorentz local field changes the first value to $0.4145/(1-0.4145/3)=0.48$.

**Field.** At 1 MV/cm, or 1 V across 10 nm, $\mu F=3.956$ meV and $w=1.74$. The linear law gives $\langle\cos\theta\rangle=0.579$ at $T=0$, but diagonalization of the linear rotor gives 0.444, which is 23 % lower. The response is 10 % below linear at 0.57 MV/cm. The leading correction alone would put this point at $w=0.905$, or 0.52 MV/cm. At 300 K and 1 MV/cm the loss is only 0.15 %, since there $\mu F\ll kT$.

**Nuclear spin.** Exchanging the protons rotates the molecule by $\pi$ about $b$. This reverses $n_a$, so the level $n_a$, with energy $B_b+C$, requires the symmetric proton spin state: it is the lowest ortho level. The field couples it through products of components of $a$ and $b$. Their antisymmetric part is a component of $c$, with energy $A+B_b$. In the symmetric part, rotations about $a$ and $b$ give eigenvalue 1. Rotation about $c$ turns both axes and gives dependence on $2s$, hence 4; the energy is $A+B_b+4C$. The gaps are thus $A-C$ and $A+3C$. Because $a$ and $b$ are orthogonal, the two parts have equal squared norm, and each takes half of the total strength $1/3$. Averaged over $M$,

$$\frac{\alpha_{\rm ortho}}{\alpha_{\rm para}}=\frac{A+C}{2}\left[\frac1{A-C}+\frac1{A+3C}\right]=1.36 .$$

A cold gas with a frozen 3:1 ortho–para ratio would have 1.27 times the para value, about 0.42 nm³ at 4 K instead of the 0.330 of the table. The lowest ortho level lies below the gap $2B$, so with ortho and para in equilibrium $\alpha$ does not fall monotonically as in the linear rotor: the asymmetric top gives 0.339 nm³ at 8 K and 0.282 nm³ at 20 K. At 77 K and 300 K both cases agree with the table to the digits shown.

## A dipole held by the pore wall

Let the wall add $-V\,\mathbf u\cdot\mathbf n$, where $\mathbf n$ is the dipole direction and $\mathbf u$ the preferred one. The total potential is $-(V\mathbf u+\mu\mathbf F)\cdot\mathbf n$. By rotational symmetry the mean of $\mathbf n$ lies along the vector in brackets, with a magnitude $m$ that depends on its length. A transverse field turns this vector by $\mu F/V$, giving $\alpha_\perp=\mu^2m/V$. A parallel field changes its length, giving $\alpha_\parallel=\mu^2\,dm/dV$. For random wall directions the weights are 2/3 and 1/3:

$$\bar\alpha=\frac{\mu^2}{3}\left(\frac{2m}{V}+\frac{dm}{dV}\right).$$

For stiff pinning at $T=0$, $m\to1$ and $\bar\alpha\to2\mu^2/(3V)$. The classical result has the same finite limit, so pinning removes the Curie divergence without quantum mechanics.

Zero-point motion gives the first correction. Each of the two small tilts $q$ has energy $Bp^2+Vq^2/2$ and thus $\langle q^2\rangle=\sqrt{B/2V}$. Hence $m\simeq1-\sqrt{B/2V}$, and differentiation gives

$$\bar\alpha\simeq\frac{2\mu^2}{3V}\left(1-\frac34\sqrt{\frac{B}{2V}}\right).$$

With an assumed orienting energy $V=200$ meV, the stiff limit is 0.00751 nm³ and the bracket is 0.943. The product, 0.0071 nm³, agrees with diagonalization. This is 2 % of the free value at $T=0$. At 300 K the pinned value is 0.0069 nm³, or 25 % of the free value at that temperature.

## Relation to a real low-k film

Porous low-k films have relative permittivities of roughly 2 to 3 and are mostly used near or above room temperature, where the zero-temperature plateau does not apply. The chosen density is about 0.3 % of that of liquid water, but roughly 100 times that of saturated vapour at 300 K. In equilibrium most of this water would be adsorbed or condensed, not free. Free rotation is then a poor assumption, because water binds to polar sites on pore walls. If each molecule keeps one preferred direction, as in the pinning model, the orientational contribution at 300 K falls from 0.035 to about 0.009. Binding alone does not ensure this. A molecule that can flip between two equally deep, opposite orientations has no mean dipole without a field, and its classical static response is $\mu^2\langle n_F^2\rangle/kT$, where $n_F$ is the component of $\mathbf n$ along the field. Averaged over random wall directions, $\langle n_F^2\rangle=1/3$, which is the full Curie value. Electronic polarizability, roughly 0.0015 nm³, is 5 % of the free rotor value at 300 K but about 22 % of the pinned one. At the spacing $N^{-1/3}=2.15$ nm the dipole–dipole energy $\mu^2/r^3$ is 0.225 meV, 5 % of $2B$; but randomly placed molecules have their nearest neighbour at about 1.2 nm on average, where this energy is about 1.3 meV, nearly 30 % of $2B$. Independence is thus only a rough assumption in the cold, and clustered molecules would interact more strongly still. The field in a pore also differs from the mean field in the film, which is not treated here. The value 0.41 therefore describes an idealized gas of free, independent molecules in the rotational ground state. It is neither an upper bound nor an estimate for a moist film.

## Implementation

For the free linear rotor in a weak field, sum $Z$ until the Boltzmann factor is negligible and use $\alpha=\mu^2/(3BZ)$. For strong fields or pinning, diagonalize one tridiagonal matrix for each $M\ge0$, counting $M>0$ twice. In units of $B$ the diagonal is $J(J+1)$, and the off-diagonal element is $-w$ (or $-V/B$) times

$$\langle J+1,M|\cos\theta|J,M\rangle=\sqrt{\frac{(J+1)^2-M^2}{(2J+1)(2J+3)}} .$$

This follows from the Legendre recurrence

$$(2J+1)\cos\theta\,P_J^M=(J-M+1)P_{J+1}^M+(J+M)P_{J-1}^M .$$

The coefficient of $P_{J+1}^M$ is $(J+1-M)/(2J+1)$. The squared ratio of the normalization constants of levels $J$ and $J+1$ is

$$\frac{(2J+1)(J+1+M)}{(2J+3)(J+1-M)} .$$

Squaring the coefficient and multiplying by this ratio gives the square of the element. The basis must reach well above both $kT$ and the potential energy. With $J\le40$, as used here, the top free level is $1640B\simeq3.7$ eV, against $kT=0.026$ eV and $V=0.2$ eV. The values used in the example are listed in the numerical output.

## Computed results

```
dipole (rough input): 1.90 D
O-H length (rough input): 0.096 nm
H-O-H angle (rough input): 104.5 deg
rotational constant A: 3.380 meV
rotational constant B_b, dipole axis: 1.799 meV
rotational constant C: 1.174 meV
effective rotor constant B=(A+C)/2: 2.277 meV
gap 2B: 4.554 meV
gap 2B/k: 52.8 K
alpha(0)/(4 pi eps0): 0.3299 nm^3
alpha(0) in atomic units: 2226 a.u.
water density (rough input): 0.10 nm^-3
dilute permittivity change, T=0: 0.4145 (no unit)
T=4 K: Z=1.0000, rotor 0.32986 nm^3, Curie 2.17893 nm^3
T=20 K: Z=1.2154, rotor 0.27140 nm^3, Curie 0.43579 nm^3
T=77 K: Z=3.2721, rotor 0.10081 nm^3, Curie 0.11319 nm^3
T=300 K: Z=11.6935, rotor 0.02821 nm^3, Curie 0.02905 nm^3
kT at 300 K: 25.85 meV
dilute permittivity change, 300 K: 0.0354 (no unit)
pinning energy V (rough input): 200 meV
pinned alpha, T=0: 0.00709 nm^3
stiff limit 2 mu^2/(3V): 0.00751 nm^3
pinned alpha, 300 K: 0.00692 nm^3
pinned/free alpha, T=0: 0.0215 (no unit)
pinned/free alpha, 300 K: 0.245 (no unit)
field (rough input): 1.0 MV/cm
mu F: 3.956 meV
mu F/B: 1.737 (no unit)
mean cos, linear law, T=0: 0.5791 (no unit)
mean cos, diagonalized, T=0: 0.4438 (no unit)
field where response is 10% low, T=0: 0.569 MV/cm
actual/linear response at this field, 300 K: 0.9985 (no unit)
electronic alpha (rough input): 0.0015 nm^3
electronic/alpha(0): 0.0045 (no unit)
electronic/free alpha at 300 K: 0.053 (no unit)
permittivity change with Lorentz field, T=0: 0.4810 (no unit)
mean molecular spacing: 2.15 nm
dipole-dipole energy at that spacing: 0.225 meV
ortho/para alpha, lowest levels: 1.362 (no unit)
frozen 3:1 mixture/para alpha: 1.272 (no unit)
```
